\section*{TPP-2M mean free paths and Bethe parameters from a Fano plot}

\section*{Question}

I have to evaluate the TPP-2M formula for the inelastic mean free path $\lambda$ of electrons in silicon, copper and gold at 200, 1000 and 2000 eV. Then I am supposed to make a Fano plot, $E/\lambda$ against $\ln E$, and read the Bethe parameters from the straight line.

Two things stop me. The slope I get depends on which of the three points I use, so I do not know which slope is the Bethe one. I also do not see why a logarithm should appear at all, or how the slope and intercept of a plot for a solid become the dimensionless Bethe parameters of an atom. Is my arithmetic wrong, or is the plot not straight?

\section*{Answer}

The plot is not quite straight. The formula contains two terms that bend it, and at 200 eV they still matter. A line through your points therefore gives apparent parameters, which differ from those of the high-energy limit. I first evaluate the formula, then derive the logarithm, and then compare the two sets of parameters.

\subsection*{Evaluating the formula}

TPP-2M is an empirical fit to calculated mean free paths:
\begin{equation}
\lambda=\frac{E}{E_p^2\left[\beta\ln(\gamma E)-C/E+D/E^2\right]} .
\label{tpp}
\end{equation}
Here $E$ is in eV and $\lambda$ in \AA. The parameters are
\begin{align}
U&=N_v\rho/M, & E_p&=28.8\sqrt U,\nonumber\\
\gamma&=0.191\,\rho^{-1/2}, & C&=1.97-0.91U,\nonumber\\
D&=53.4-20.8U, &&\nonumber\\
\beta&=-0.10+\frac{0.944}{\sqrt{E_p^2+E_g^2}}+0.069\,\rho^{0.1}. \hspace{-6em}&&
\end{align}
The density $\rho$ is in g/cm$^3$, the molar mass $M$ in g/mol, and the free-electron plasmon energy $E_p$ and band gap $E_g$ in eV. For Cu and Au, $E_p$ is a parameter of the formula, not the energy of a single sharp plasmon. $N_v$ is the number of valence electrons per atom. The coefficients carry units: $\beta$ is in eV$^{-1}$\AA$^{-1}$, $\gamma$ in eV$^{-1}$, $C$ in \AA$^{-1}$ and $D$ in eV/\AA. Other units cannot be inserted without converting the coefficients.

I adopt the following values as the inputs that define this example (substitute your own if they differ): $N_v=4,11,11$, $\rho=2.33,\,8.96,\,19.3$ and $M=28.085,\,63.546,\,196.967$ for Si, Cu and Au. The gap is 1.1 eV for silicon and zero for the metals. They give

\begin{center}
\begin{tabular}{lccccc}
 & $E_p$ & $\beta$ & $\gamma$ & $C$ & $D$\\
Si & 16.59 & 0.03187 & 0.1251 & 1.668 & 46.50\\
Cu & 35.87 & 0.01224 & 0.0638 & 0.559 & 21.14\\
Au & 29.90 & 0.02434 & 0.0435 & 0.989 & 30.98
\end{tabular}
\end{center}

For silicon at 1000 eV, $\ln(\gamma E)=4.829$, and the bracket in \eqref{tpp} is
\begin{equation}
0.153889-0.001668+0.000046=0.152267 .
\end{equation}
Multiplication by $E_p^2=275.25$ eV$^2$ gives $E/\lambda=41.91$ eV/\AA, so $\lambda=1000/41.91=23.9$ \AA. The same steps give all nine values:

\begin{center}
\begin{tabular}{lccc}
$\lambda$ (\AA) & 200 eV & 1000 eV & 2000 eV\\
Si & 7.6 & 23.9 & 41.5\\
Cu & 5.4 & 15.4 & 26.3\\
Au & 4.6 & 12.3 & 20.7
\end{tabular}
\end{center}

These are values of the fit, not measurements. Extra digits below serve to trace the arithmetic.

Copper needs care with rounding, because its $\beta$ is a small remainder:
\begin{equation}
\beta_{\rm Cu}=-0.10+0.026319+0.085917=0.012236 .
\end{equation}
A 1\% error in the last term alone would change $\beta$ by 7\%. The density is less critical: it enters the last term only as $\rho^{0.1}$, and its effects on the two positive terms partly cancel. Raising it by 1\% lowers $\beta$ by 0.37\% and $\lambda$ at 1000 eV by 0.53\%.

\subsection*{Where the logarithm comes from}

Consider a fast, nonrelativistic electron of wave vector $\mathbf k$ that loses momentum $\hbar\mathbf q$ and energy $\omega$ to the solid. Treat the collision in first order, ignore exchange, and take the solid as homogeneous and isotropic. In a volume $V$ the Coulomb interaction has Fourier coefficient $v_q/V$, with $v_q=e^2/(\varepsilon_0q^2)$. The golden rule gives the collision rate
\begin{equation}
W=\frac{2\pi}{\hbar}\sum_{\mathbf q}\frac{v_q^2}{V^2}\sum_n
|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2\,\delta(\omega-\omega_n),
\label{golden}
\end{equation}
where $\rho_{\mathbf q}=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$ and $\omega_n$ is the excitation energy of state $n$.

The same matrix elements determine the dielectric function. An external potential induces a density, which adds its own potential. The ratio of the total to the external potential is $1/\varepsilon=1+v_q\chi/V$, and first-order perturbation theory gives
\begin{equation}
\chi=\sum_n|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2
\left[\frac1{\omega-\omega_n+i0}-\frac1{\omega+\omega_n+i0}\right].
\end{equation}
Since $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$, for $\omega>0$
\begin{equation}
\mathrm{Im}\frac{-1}{\varepsilon(q,\omega)}=\frac{\pi v_q}{V}\sum_n
|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2\delta(\omega-\omega_n).
\label{loss}
\end{equation}
Use \eqref{loss} to replace the sum over $n$ in \eqref{golden}, and turn the sum over $\mathbf q$ into an integral:
\begin{equation}
W=\frac2\hbar\int\frac{d^3q}{(2\pi)^3}\,v_q\,
\mathrm{Im}\frac{-1}{\varepsilon(q,\omega)} .
\end{equation}

Let $\theta$ be the angle between $\mathbf k$ and $\mathbf q$, and let $K=\hbar^2q^2/2m$. Energy conservation reads
\begin{equation}
\omega=\frac{\hbar^2kq}{m}\cos\theta-K=2\sqrt{EK}\cos\theta-K .
\label{kin}
\end{equation}
At fixed $q$, therefore, $d(\cos\theta)=m\,d\omega/(\hbar^2kq)$. With $d^3q=2\pi q^2dq\,d(\cos\theta)$,
\begin{equation}
W=\frac{me^2}{2\pi^2\varepsilon_0\hbar^3k}\int\frac{dq}{q}\int d\omega\,
\mathrm{Im}\frac{-1}{\varepsilon}.
\end{equation}
The inverse mean free path is $W$ divided by the speed $\hbar k/m$. Using $\hbar^2k^2=2mE$ and $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$,
\begin{equation}
\frac1\lambda=\frac1{\pi a_0E}\int\frac{dq}{q}\int d\omega\,
\mathrm{Im}\frac{-1}{\varepsilon(q,\omega)},
\label{imfp}
\end{equation}
with $0<\omega<2\sqrt{EK}-K$ from \eqref{kin}.

The factor $dq/q$ is the source of the logarithm. A simple model shows this: let all the loss at given $q$ sit in one plasmon pole at $\omega_q=E_p+K$. Its strength follows from a sum rule. For local potentials only the kinetic energy fails to commute with $\rho_{\mathbf q}$, and for one electron $[p^2/2m,e^{i\mathbf q\cdot\mathbf r}]=e^{i\mathbf q\cdot\mathbf r}(\hbar\mathbf q\cdot\mathbf p/m+K)$, so that $[\rho_{\mathbf q},[H,\rho_{\mathbf q}^\dagger]]=2NK$ for $N$ electrons. The ground-state average of the left side, expanded in the states $n$, is $\sum_n\omega_n\left(|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2+|\langle n|\rho_{\mathbf q}|0\rangle|^2\right)$, and the two terms are equal by isotropy. Hence $\sum_n\omega_n|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2=NK$. With \eqref{loss} and $n_e=N/V$,
\begin{equation}
\int_0^\infty\omega\,\mathrm{Im}\frac{-1}{\varepsilon}\,d\omega
=\pi v_qn_eK=\frac\pi2\frac{\hbar^2n_ee^2}{\varepsilon_0m}=\frac\pi2E_p^2 .
\end{equation}
The last equality is the definition of the free-electron plasmon energy. The sum rule counts all electrons; the model keeps only the $N_v$ valence electrons per atom in $n_e$ and leaves out excitation of the cores. The pole must thus be
\begin{equation}
\mathrm{Im}\frac{-1}{\varepsilon}=\frac\pi2\frac{E_p^2}{\omega_q}\,\delta(\omega-\omega_q).
\end{equation}

Insert this in \eqref{imfp}, with $dq/q=dK/(2K)$, and split the integrand into partial fractions:
\begin{align}
\frac E\lambda&=\frac{E_p^2}{4a_0}\int_{K_-}^{K_+}\frac{dK}{K(K+E_p)}\nonumber\\
&=\frac{E_p}{4a_0}\ln\frac{K_+(K_-+E_p)}{K_-(K_++E_p)} .
\label{pole}
\end{align}
The limits are where $E_p+K=2\sqrt{EK}-K$. This is a quadratic equation for $\sqrt K$, with roots
\begin{equation}
\sqrt{K_\pm}=\tfrac12\left(\sqrt E\pm\sqrt{E-2E_p}\right),\qquad E>2E_p .
\end{equation}
For $E\gg E_p$, $K_+\to E$ and, because $K_+K_-=E_p^2/4$, $K_-\to E_p^2/(4E)$. Hence
\begin{equation}
\frac E\lambda\to\frac{E_p}{4a_0}\ln\frac{4E}{E_p}.
\label{polelim}
\end{equation}
A faster electron can excite the plasmon with a smaller momentum transfer, that is, in more distant collisions. The lower limit $q_-$ falls as $E^{-1/2}$, and this makes $E/\lambda$ grow linearly in $\ln E$.

For silicon \eqref{pole} gives 6.9, 23.4 and 41.4 \AA\ at the three energies, against 7.6, 23.9 and 41.5 \AA\ from TPP-2M. The close agreement at 2000 eV should not be read as accuracy of the model: its limiting slope, 7.84 eV/\AA, is 11\% below that of TPP-2M, while its $\gamma=4/E_p=0.241$ eV$^{-1}$ is nearly twice as large. The two differences offset each other there. The energy zeros also differ: TPP-2M counts $E$ from the Fermi level, while in \eqref{pole} $E=\hbar^2k^2/2m$. Adding the free-electron Fermi energy of 12.5 eV to $E$ changes the pole values to 7.15, 23.6 and 41.6 \AA.

\subsection*{From the line to the Bethe parameters}

For one atom, the Bethe form of the total inelastic cross section is
\begin{equation}
\sigma=\frac{4\pi a_0^2R}{E}\,M_B^2\ln\frac{4cE}{R},
\end{equation}
where $R=13.606$ eV is the Rydberg energy. $M_B^2$ measures the dipole strength and $c$ sets the energy scale in the logarithm. With $n$ atoms per volume, $1/\lambda=n\sigma$, so
\begin{equation}
\frac E\lambda=4\pi a_0^2Rn\,M_B^2\left[\ln E+\ln\frac{4c}R\right].
\end{equation}
Compare this with a line of slope $S$ written as $S[\ln E+\ln\gamma]$:
\begin{equation}
M_B^2=\frac{S}{4\pi a_0^2Rn},\qquad c=\frac{\gamma R}4 .
\label{bethe}
\end{equation}
For a solid these are effective values per atom, since its loss spectrum is not that of the free atom.

The pole model shows what $M_B^2$ means. From $e^2/(4\pi\varepsilon_0a_0)=2R$ and $\hbar^2/m=2Ra_0^2$, the plasmon energy obeys $E_p^2=16\pi a_0^3R^2N_vn$. With $S=E_p/(4a_0)$,
\begin{equation}
M_B^2=\frac{E_p}{16\pi a_0^3Rn}=\frac{N_vR}{E_p}.
\end{equation}
This is the number of electrons times the Rydberg energy over their excitation energy. For silicon it is 3.28.

\subsection*{Why your slopes disagree}

Put $x=\ln E$ and $y=E/\lambda$. Equation \eqref{tpp} becomes
\begin{align}
y&=E_p^2\beta(x+\ln\gamma)+r,\nonumber\\
r&=E_p^2\left(-\frac CE+\frac D{E^2}\right).
\label{fano}
\end{align}
The first part is the Bethe line, with slope $S_\infty=E_p^2\beta$. The remainder $r$ bends it. Since $dE/dx=E$,
\begin{align}
\frac{dy}{dx}&=E_p^2\left(\beta+\frac CE-\frac{2D}{E^2}\right),\label{slope}\\
\frac{d^2y}{dx^2}&=E_p^2\left(-\frac CE+\frac{4D}{E^2}\right).
\end{align}
$C$ and $D$ are positive for these solids. The local slope then exceeds $S_\infty$ for $E>2D/C$, and the curve is concave for $E>4D/C$. The second energy is 112 eV for Si, 151 eV for Cu and 125 eV for Au. All your points lie above it, so the slope falls from one interval to the next. Your arithmetic can be right and the slopes still differ.

The least-squares slope is $S_3=\sum(x-\bar x)y/\sum(x-\bar x)^2$, where bars denote means over the three points. It is linear in $y$, so \eqref{fano} gives
\begin{equation}
S_3=S_\infty+\frac{\sum(x-\bar x)\,r}{\sum(x-\bar x)^2}.
\label{bias}
\end{equation}
Between 200 and 2000 eV, $r$ increases with $x$. Subtracting the constant $r(\bar x)$ from $r$ does not change the numerator, because $\sum(x-\bar x)=0$; every term is then a product of two factors of equal sign. The numerator is positive, and the fitted slope is too large.

The fitted $\gamma_3$ is too small. The fitted line passes through the mean point, so
\begin{equation}
\ln\gamma_3=\frac{\bar y}{S_3}-\bar x,\qquad
\ln\gamma=\frac{\bar y-\bar r}{S_\infty}-\bar x .
\end{equation}
Here $\bar y>0$, $\bar r<0$ and $S_3>S_\infty>0$, which makes the first expression the smaller one.

\subsection*{The numbers}

For silicon the three points are
\begin{equation}
(x,y)=(5.2983,\,26.266),\ (6.9078,\,41.911),\ (7.6009,\,48.211),
\end{equation}
with $y$ in eV/\AA. Their means are $\bar x=6.6023$ and $\bar y=38.796$. The deviations $x-\bar x$ are $-1.3040$, $0.3054$ and $0.9986$, and so
\begin{align}
S_3&=\frac{26.69}{2.791}=9.56\ \text{eV/\AA},\nonumber\\
\ln\gamma_3&=\frac{38.796}{9.564}-6.6023=-2.546 .
\end{align}
Hence $\gamma_3=0.0784$ eV$^{-1}$. With $n=0.04996$ \AA$^{-3}$ and $a_0=0.52918$ \AA, the denominator in \eqref{bethe} is $4\pi a_0^2Rn=2.392$ eV/\AA. The apparent parameters are
\begin{equation}
M_B^2=\frac{9.564}{2.392}=4.00,\qquad c=\frac{0.0784\times13.606}{4}=0.267 .
\end{equation}
The high-energy line instead has $S_\infty=275.25\times0.031865=8.77$ eV/\AA\ and $\gamma=0.1251$ eV$^{-1}$, so $M_B^2=3.67$ and $c=0.426$. For all three solids:

\begin{center}
\begin{tabular}{llccc}
 & line & $S$ (eV/\AA) & $M_B^2$ & $c$\\
Si & three points & 9.56 & 4.00 & 0.267\\
 & high energy & 8.77 & 3.67 & 0.426\\
Cu & three points & 16.90 & 4.16 & 0.154\\
 & high energy & 15.74 & 3.87 & 0.217\\
Au & three points & 23.25 & 8.23 & 0.110\\
 & high energy & 21.76 & 7.70 & 0.148
\end{tabular}
\end{center}

Relative to the high-energy slope, the three-point slope is too large by 9.0\% in Si, 7.4\% in Cu and 6.9\% in Au. The parameter $c$ suffers more, because it is found by extrapolating the line to $y=0$ and then taking an exponential.

The three-point line nevertheless reproduces the TPP-2M mean free path to better than 1\% between 200 and 2000 eV in each solid. Its larger slope and smaller $\gamma$ compensate within that range. A good straight-line fit is therefore no evidence that its parameters are those of the high-energy limit.

For gold, the pole expression $N_vR/E_p$ with 11 electrons would give $M_B^2=5.0$, well below 7.7. The single pole explains the form of the Fano plot, but it does not supply reliable coefficients for every solid.

\subsection*{Which parameters to report}

If the task is to fit your three points, report the first line for each solid and call the parameters apparent, with the energy range stated. If it asks for the Bethe limit contained in TPP-2M, report the second. You can also obtain the second from the plot: by \eqref{fano}, the corrected ordinate
\begin{equation}
y+E_p^2\left(\frac CE-\frac D{E^2}\right)=E_p^2\beta\,(\ln E+\ln\gamma)
\end{equation}
is a straight line.

If you have only values of $\lambda$, without $C$ and $D$, dropping the lowest energy reduces the bias, provided the values are precise. For two points at $E$ and $2E$, the difference of \eqref{fano} divided by $\ln2$ gives
\begin{equation}
\frac S{E_p^2}-\beta=\frac1{\ln2}\left(\frac C{2E}-\frac{3D}{4E^2}\right).
\end{equation}
For silicon at 1000 and 2000 eV this is 0.00115 eV$^{-1}$\AA$^{-1}$, or 3.6\% of $\beta$. The slope is then 9.09 eV/\AA\ and $M_B^2=3.80$. The price is a short baseline: independent relative errors $\delta$ in the two values of $\lambda$ scatter the slope by $\delta\sqrt{y_1^2+y_2^2}/\ln2$. For silicon and $\delta=1\%$ this is 0.92 eV/\AA, about 10\% of $S_\infty$ and more than the bias removed. Dropping the point pays when $\lambda$ is known to about 0.5\% or better. At high energies, where the $D$ term is negligible, the error falls as $1/E$, but this describes the formula, not a real electron at any energy: the derivation above is nonrelativistic, so one cannot simply go to ever higher energies. As an estimate, replace $E$ in the numerator and in the logarithm of \eqref{tpp} by $mv^2/2\approx E(1-3E/2mc^2)$. The slope excess for silicon then rises from 3.6\% to 5.8\% for 1000 and 2000 eV, and from 1.9\% to 6.9\% for 2000 and 4000 eV. Nor does the limit of an empirical fit have to equal the true dipole strength of the solid.

The numerical check checks the bias formula against direct line fits, and the pole result against a numerical double integral over a narrow loss peak.

\section*{Computed results}
\begin{verbatim}
Bohr radius = 0.52918 angstrom; Rydberg energy = 13.6057 eV
Si: Nv=4, rho=2.33 g/cm^3, M=28.085 g/mol, Eg=1.1 eV
  U=0.33185 mol/cm^3, Ep=16.591 eV, Ep^2=275.25 eV^2
  beta=0.031865 1/(eV A), gamma=0.12513 1/eV
  C=1.6680 1/A, D=46.498 eV/A, n=0.04996 1/A^3
  E=200 eV: ln E=5.2983, E/lambda=26.266 eV/A, lambda=7.61 A
  E=1000 eV: ln E=6.9078, E/lambda=41.911 eV/A, lambda=23.86 A
  E=2000 eV: ln E=7.6009, E/lambda=48.211 eV/A, lambda=41.48 A
  slope excess starts 55.8 eV; concave above 111.5 eV
  3-point: slope=9.564 eV/A, beta=0.034747 1/(eV A), gamma=0.07840 1/eV, MB2=3.998, c=0.2667
  1000-2000: slope=9.088 eV/A, beta=0.033018 1/(eV A), gamma=0.10065 1/eV, MB2=3.799, c=0.3423
  asymptotic: slope=8.771 eV/A, beta=0.031865 1/(eV A), gamma=0.12513 1/eV, MB2=3.667, c=0.4256
  3-point slope excess=9.04 %; max lambda error of line=0.93 %
Cu: Nv=11, rho=8.96 g/cm^3, M=63.546 g/mol, Eg=0.0 eV
  U=1.55100 mol/cm^3, Ep=35.867 eV, Ep^2=1286.46 eV^2
  beta=0.012236 1/(eV A), gamma=0.06381 1/eV
  C=0.5586 1/A, D=21.139 eV/A, n=0.08491 1/A^3
  E=200 eV: ln E=5.2983, E/lambda=37.172 eV/A, lambda=5.38 A
  E=1000 eV: ln E=6.9078, E/lambda=64.729 eV/A, lambda=15.45 A
  E=2000 eV: ln E=7.6009, E/lambda=75.979 eV/A, lambda=26.32 A
  slope excess starts 75.7 eV; concave above 151.4 eV
  3-point: slope=16.901 eV/A, beta=0.013138 1/(eV A), gamma=0.04532 1/eV, MB2=4.157, c=0.1541
  1000-2000: slope=16.231 eV/A, beta=0.012616 1/(eV A), gamma=0.05395 1/eV, MB2=3.992, c=0.1835
  asymptotic: slope=15.742 eV/A, beta=0.012236 1/(eV A), gamma=0.06381 1/eV, MB2=3.872, c=0.2170
  3-point slope excess=7.36 %; max lambda error of line=0.84 %
Au: Nv=11, rho=19.3 g/cm^3, M=196.967 g/mol, Eg=0.0 eV
  U=1.07785 mol/cm^3, Ep=29.900 eV, Ep^2=894.01 eV^2
  beta=0.024341 1/(eV A), gamma=0.04348 1/eV
  C=0.9892 1/A, D=30.981 eV/A, n=0.05901 1/A^3
  E=200 eV: ln E=5.2983, E/lambda=43.336 eV/A, lambda=4.62 A
  E=1000 eV: ln E=6.9078, E/lambda=81.232 eV/A, lambda=12.31 A
  E=2000 eV: ln E=7.6009, E/lambda=96.737 eV/A, lambda=20.67 A
  slope excess starts 62.6 eV; concave above 125.3 eV
  3-point: slope=23.254 eV/A, beta=0.026011 1/(eV A), gamma=0.03238 1/eV, MB2=8.231, c=0.1102
  1000-2000: slope=22.369 eV/A, beta=0.025021 1/(eV A), gamma=0.03777 1/eV, MB2=7.918, c=0.1285
  asymptotic: slope=21.761 eV/A, beta=0.024341 1/(eV A), gamma=0.04348 1/eV, MB2=7.703, c=0.1479
  3-point slope excess=6.86 %; max lambda error of line=0.93 %
Si at 1000 eV: ln(gamma E)=4.8293, beta ln=0.153889 1/(eV A)
  C/E=0.001668, D/E^2=0.000046 1/(eV A)
  pole E/lambda: double integral=42.651, closed form=42.763 eV/A
  pole slope=7.838 eV/A, gamma=0.24110 1/eV, MB2=3.280
  pole model at 200 eV: lambda=6.85 A
  pole model at 1000 eV: lambda=23.38 A
  pole model at 2000 eV: lambda=41.40 A
Cu beta terms: -0.10, 0.026319, 0.085917 1/(eV A)
Cu, density +1 %: beta change=-0.37 %, lambda(1000 eV) change=-0.53 %
\end{verbatim}
